\section*{Density-of-States Change on Bonding Two Chains from Their Surface Green Functions}

\section{What symmetry and dimensions fix}

Join two semi-infinite chains, each with one orbital per end, by a bond of matrix element $\tau$. Let $g_L(z)$ and $g_R(z)$ be the Green functions of the separate chains at their end sites. The bond has the dimension of energy, and each $g$ that of inverse energy. Changing the phase of all orbitals of one chain changes the phase of $\tau$ but no energy level, so only $|\tau|^2$ can matter. A closed sequence of hops that uses the bond must cross it equally often in both directions, and each pair of crossings encloses one excursion into each chain. The dimensionless variable is therefore
\begin{equation}
x=|\tau|^2g_Lg_R .
\end{equation}
The change $\Delta N$ in the number of states below an energy should be the imaginary part of some function of $x$.

The smallest case identifies that function. If each chain is a single level, $g_{L,R}=1/(z-\varepsilon_{L,R})$, and bonding multiplies the characteristic polynomial by
\begin{equation}
\frac{(z-\varepsilon_L)(z-\varepsilon_R)-|\tau|^2}{(z-\varepsilon_L)(z-\varepsilon_R)}=1-x .
\end{equation}
This suggests that the phase of $1-x$ counts the states. The theorem proves it for semi-infinite chains and for several orbitals per end.

\section{Theorem}

\paragraph{Assumptions.} The electrons are independent, or move in a fixed mean field. The basis is orthonormal, and the chain Hamiltonians $H_L,H_R$ are bounded and Hermitian. Bonding adds an energy-independent matrix $V$ between the two end cells and changes nothing else. Let the columns of $a$ and $b$ be the end-cell orbitals of the left and right chains. Then
\begin{equation}
H=H_0+W,\quad H_0=H_L\oplus H_R,\quad W=aVb^\dagger+bV^\dagger a^\dagger .
\end{equation}
Write $G=(z-H)^{-1}$, $G_0=(z-H_0)^{-1}$, $\mathcal G_{L,R}=(z-H_{L,R})^{-1}$, $g_L=a^\dagger\mathcal G_La$ and $g_R=b^\dagger\mathcal G_Rb$, with $z=E+i\eta$, $\eta>0$. The determinant below is assumed to have a finite, nonzero limit as $\eta\to0$, except at finitely many energies. Densities are per spin.

\paragraph{Theorem.} The change in the total density of states is
\begin{equation}
\Delta\rho(E)=-\frac1\pi\frac{d}{dE}\arg D(E+i0),\quad
D=\det(1-g_LVg_RV^\dagger),
\label{main}
\end{equation}
where the phase is continuous in the upper half-plane and vanishes at infinity. The derivative includes delta functions where the phase jumps.

The separate traces of $G$ and $G_0$ diverge with chain length. The quantity meant is $\Delta\rho=-\pi^{-1}\operatorname{Im}\operatorname{Tr}(G-G_0)$, whose trace is finite because $W$ has finite rank.

\section{Lemmas and proof}

\paragraph{Lemma 1.} $g_R'=-b^\dagger\mathcal G_R^2b$, and likewise for $g_L$.

\emph{Proof.} Differentiating $(z-H_R)\mathcal G_R=1$ gives $\mathcal G_R+(z-H_R)\mathcal G_R'=0$, so $\mathcal G_R'=-\mathcal G_R^2$. Project on the end cell. The sum over all sites hidden in $\mathcal G_R^2$ has become an energy derivative at the end.

\paragraph{Lemma 2.} Let $S=Vg_RV^\dagger$ and $M=1-g_LS$. Then $M$ is invertible for $\eta>0$, and $G_{LL}\equiv a^\dagger Ga=M^{-1}g_L$.

\emph{Proof.} From $(z-H_0)G=1+WG$ follows $G=G_0+G_0WG$. Its end elements obey
\begin{align}
a^\dagger Ga&=g_L+g_LV\,b^\dagger Ga,\\
b^\dagger Ga&=g_RV^\dagger a^\dagger Ga .
\end{align}
Substituting the second line into the first gives $MG_{LL}=g_L$. Suppose $Mv=0$ with $v\ne0$, and set $\psi=\mathcal G_LaSv+\mathcal G_RbV^\dagger v$. Then $a^\dagger\psi=g_LSv=v$ and $b^\dagger\psi=g_RV^\dagger v$, so
\begin{equation}
W\psi=aVg_RV^\dagger v+bV^\dagger v=aSv+bV^\dagger v=(z-H_0)\psi .
\end{equation}
Thus $H\psi=z\psi$ with $\psi\neq0$ and complex $z$, which is impossible for Hermitian $H$.

\paragraph{Lemma 3.} The traces of $G-G_0$ over the two chains are
\begin{equation}
T_R=-\operatorname{tr}(g_LS'M^{-1}),\qquad T_L=-\operatorname{tr}(g_L'SM^{-1}).
\label{sides}
\end{equation}

\emph{Proof.} Let $P_R$ project on the right chain. Dyson's equation gives
\begin{equation}
P_RGP_R-\mathcal G_R=\mathcal G_RbV^\dagger\,a^\dagger GP_R .
\end{equation}
The equivalent form $G=G_0+GWG_0$ gives $a^\dagger GP_R=G_{LL}Vb^\dagger\mathcal G_R$, because $a^\dagger G_0P_R=0$. Hence, by cyclicity and Lemma 1,
\begin{align}
T_R&=\operatorname{Tr}(\mathcal G_RbV^\dagger G_{LL}Vb^\dagger\mathcal G_R)
=\operatorname{tr}(V^\dagger G_{LL}V\,b^\dagger\mathcal G_R^2b)\nonumber\\
&=-\operatorname{tr}(Vg_R'V^\dagger M^{-1}g_L)=-\operatorname{tr}(g_LS'M^{-1}).
\end{align}
Exchanging left and right gives $T_L=-\operatorname{tr}(g_L'VG_{RR}V^\dagger)$ with $G_{RR}=(1-g_RV^\dagger g_LV)^{-1}g_R$. Since
\begin{equation}
(1-Sg_L)V=V(1-g_RV^\dagger g_LV),
\end{equation}
we have $VG_{RR}V^\dagger=(1-Sg_L)^{-1}S$. This equals $SM^{-1}$, because $(1-Sg_L)S=S(1-g_LS)$.

\paragraph{Lemma 4.} If $V$ has rank $r$, then $|\arg D|<\pi r$ for $\eta>0$.

\emph{Proof.} The nonzero eigenvalues of $W$ are the singular values of $V$ taken with both signs: $r$ positive and $r$ negative. Add the terms $\lambda_j\phi_j\phi_j^\dagger$ of $W$ one at a time, with $H_j$ and $G_j$ the Hamiltonian and resolvent after $j$ terms. Then
\begin{equation}
1-G_0W=G_0(z-H)=\prod_{j=1}^{2r}G_{j-1}(z-H_j),
\end{equation}
and factor $j$ is $1-\lambda_jG_{j-1}\phi_j\phi_j^\dagger$, with determinant $d_j=1-\lambda_j\phi_j^\dagger G_{j-1}\phi_j$. On the end cells the left side has determinant
\begin{equation}
\det\begin{pmatrix}1&-g_LV\\-g_RV^\dagger&1\end{pmatrix}=D .
\end{equation}
Because $\operatorname{Im}\phi^\dagger G\phi=-\eta\|G\phi\|^2<0$, the imaginary part of $d_j$ has the sign of $\lambda_j$. Its phase lies in $(0,\pi)$ for positive $\lambda_j$ and in $(-\pi,0)$ for negative $\lambda_j$. Adding $r$ phases of each kind proves the bound.

\paragraph{Proof of the theorem.} Since $M'=-g_L'S-g_LS'$, Lemma 3 gives
\begin{equation}
\operatorname{Tr}(G-G_0)=T_L+T_R=\operatorname{tr}(M'M^{-1})=\frac{d}{dz}\ln D .
\end{equation}
The last equality is Jacobi's formula for the derivative of a determinant. At fixed $\eta$, $d/dz$ acts as $d/dE$, so $\Delta\rho=-\pi^{-1}\,d(\arg D)/dE$. As $\eta\to0$ the phase converges except at finitely many energies and, by Lemma 4, stays bounded. It therefore converges as a distribution, and so does its derivative. This proves (\ref{main}). At large $|z|$ each $g$ approaches $1/z$, so $D\to1$ and
\begin{equation}
\Delta N(E)=-\frac1\pi\arg D(E+i0)
\end{equation}
vanishes at both ends of the energy axis: bonding conserves the total number of states.

\section{Remarks and limiting cases}

\paragraph{Single bond.} Here $D=1-\tau^2g_Lg_R$ with real $\tau$, $|\Delta N|\le1$, and for $\eta>0$ the principal value of the phase is the right branch. Where $D(E)$ is real and negative, the limit $\eta\to0$ must decide between $\pi$ and $-\pi$: the phase is $-\pi$ between the bands and a bound state below them, where $\Delta N=1$. For $|\tau^2g_Lg_R|\ll1$, $\ln(1-x)\simeq-x$ gives $\Delta\rho\simeq(\tau^2/\pi)\,d\operatorname{Im}(g_Lg_R)/dE$. This expansion fails near an energy where a surface function diverges, however weak the bond.

\paragraph{Bound states.} Outside both spectra $D$ is real. Near a simple zero $E_b$, $\ln D=\ln(z-E_b)+{}$a smooth function. The phase of $z-E_b$ falls from $\pi$ to $0$ as $E$ passes $E_b$, so $\Delta N$ rises by one: a whole bound state.

\paragraph{Equal chains.} Take site energy $\varepsilon$, hopping $t$ and $\tau=t$. Removing the end site leaves the same chain, so $g=1/(E-\varepsilon-t^2g)$. With $E-\varepsilon=2t\cos\theta$, $0<\theta<\pi$, the root with $\operatorname{Im}g<0$ is $g=e^{-i\theta}/t$. Then
\begin{equation}
D=1-e^{-2i\theta}=2i\sin\theta\,e^{-i\theta},\quad
\Delta N=\frac\theta\pi-\frac12,
\end{equation}
and, since $d\theta/dE=-1/(2t\sin\theta)$,
\begin{equation}
\Delta\rho=-\frac1{\pi\sqrt{4t^2-(E-\varepsilon)^2}}
\end{equation}
inside the band. This integrates to $-1$. Since $\Delta N=0$ outside the band, each edge adds a delta function of weight $\tfrac12$, and the total is zero. Direct counting agrees. A chain of $N$ sites has levels at $\theta_k=k\pi/(N+1)$, with a smoothed number $N+\tfrac12-(N+1)\theta/\pi$ below $E$. The value for $2N$ sites minus twice that for $N$ sites is $\theta/\pi-\tfrac12$.

\paragraph{Energy of the bond.} At zero temperature and fixed chemical potential $\mu$, integration by parts gives, per spin,
\begin{align}
\Delta\Omega&=\int_{-\infty}^{\mu}(E-\mu)\Delta\rho\,dE
=\frac1\pi\int_{-\infty}^{\mu}\arg D\,dE\nonumber\\
&=-\frac1\pi\int_0^\infty\ln|D(\mu+iy)|\,dy .
\label{omega}
\end{align}
For the last form, $\ln D$ is analytic in the upper half-plane and falls as $z^{-2}$. Its integral along the real axis to $\mu$ plus that up the line $z=\mu+iy$, where $dz=i\,dy$, is therefore zero.

\section{A metal--semiconductor contact}

Measure energies from the Fermi level. The metal chain has site energy $-1.00$ eV and hopping $2.00$ eV. The semiconductor has alternating site energies $E_C=0.65$ eV and $E_V=-0.45$ eV, hopping $t=1.00$ eV and cell length $0.38$ nm, and ends on an $E_C$ site. The bond is $\tau=1.20$ eV.

\paragraph{Surface functions.} For the metal at $E=0$, $4g_L^2-g_L+1=0$ in eV units, so
\begin{equation}
g_L=\frac{1-i\sqrt{15}}8=0.12500-0.48412i\ \text{eV}^{-1}.
\end{equation}
For the semiconductor put $x_C=E-E_C$ and $y_V=E-E_V$. Removing one site at a time gives $g_R=1/(x_C-t^2h)$ and $h=1/(y_V-t^2g_R)$. Eliminating $h$,
\begin{align}
&x_Ct^2g_R^2-x_Cy_Vg_R+y_V=0,\\
&g_R=\frac{x_Cy_V-R}{2x_Ct^2},\quad R^2=x_Cy_V(x_Cy_V-4t^2).
\end{align}
The branch has $R\sim z^2$ at infinity. In the gap two of the four band edges lie above $E$; each contributes a factor $i$ to $R$, which is therefore negative. At $E=0$, $x_Cy_V=-0.2925$ and $R=-1.121$ in eV$^2$, so $g_R=-0.63694$ eV$^{-1}$. Differentiating the quadratic equations gives $g_L'=0.12500+0.03227i$ and $g_R'=-1.14081$ eV$^{-2}$.

\paragraph{Determinant.} With $\tau^2=1.44$ eV$^2$,
\begin{align}
D&=1+0.9172\,g_L=1.11465-0.44403i,\\
D'&=-1.44(g_L'g_R+g_Lg_R')\nonumber\\
&=0.31999-0.76570i\ \text{eV}^{-1}.
\end{align}
Hence $\arg D=-0.379$, $\Delta N(0)=0.121$, and
\begin{equation}
\Delta\rho(0)=-\frac1\pi\operatorname{Im}\frac{D'}D=\frac{0.494}{\pi}=0.157\ \text{eV}^{-1}.
\end{equation}

\paragraph{Gap states.} In the gap $g_R$ is real and, by Lemma 1, $g_R'<0$. Equation (\ref{sides}) then gives the semiconductor part as $\tau^2|g_R'|\rho_{\rm end}$, where $\rho_{\rm end}=-\pi^{-1}\operatorname{Im}(g_L/D)=0.107$ eV$^{-1}$ is the local density on the bonded metal end. The product is $1.44\times1.141\times0.107=0.176$ eV$^{-1}$. The metal side loses $0.019$ eV$^{-1}$, which accounts for the smaller total.

The bulk bands obey $x_Cy_V=4t^2\cos^2(ka/2)$. In the gap $k=\pi/a+i\kappa$, so $\sinh(\kappa a/2)=\sqrt{-x_Cy_V}/(2t)=0.270$ and the density decays over $1/(2\kappa)=0.36$ nm. With one uncoupled chain per square of side $0.38$ nm and both spins, the induced density is $2.4\times10^{14}$ eV$^{-1}$cm$^{-2}$. Uncoupled chains mean an infinite transverse mass, so every parallel momentum sees the smallest gap.

\paragraph{The conduction edge.} As $x_C\to0$, $g_R$ tends to $-\sqrt{y_V/|x_C|}/t$ below the edge and to $-i\sqrt{y_V/x_C}/t$ above it. There $D\simeq-\tau^2g_Lg_R$, so its phase rises by $\pi/2$ and $\Delta N$ drops by $\tfrac12$. Bonding removes half a state per spin at this energy. The smooth part of $\Delta\rho$ integrates numerically to $0.5000$, as conservation requires.

\paragraph{Comparison with finite chains.} Levels of two 1000-site chains were counted with 300 K Fermi functions at $\mu=-3,-1,0,0.65$ and $1.2$ eV, before and after bonding. The change agreed with the equally smeared $\Delta N$ to $5.2\times10^{-13}$ of a state. This included $\tau=4$ eV with the chains unchanged, where a zero of $D$ and the top finite-chain level both lie at $4.40672$ eV.

\paragraph{Bond energy.} Both the phase and contour integrals in (\ref{omega}) give $\Delta\Omega=-0.323$ eV per spin, or $-0.65$ eV for both. This is a band term, not an adhesion energy: electrostatics and core repulsion are absent.

\section{Relation to a real contact}

The gap and barrier are rough values typical of nickel silicide on n-type silicon; the other parameters are round model choices. The edge mass, $0.29$ electron masses, is a plausible single number, but silicon has an indirect gap and anisotropic valleys that one chain cannot represent. For the areal density the largest effect sized here is transverse dispersion in the semiconductor. If $E_C$ rises and $E_V$ falls with parallel momentum, with nearest-neighbour dispersion and the minimum gap fixed, the density drops from $2.4\times10^{14}$ to $8\times10^{13}$ eV$^{-1}$cm$^{-2}$ for a transverse mass of one electron mass and to $2.8\times10^{13}$ for $0.29$. Within the single chain, the assumption that moves the result most is the fixed potential. The value $\Delta N(0)=0.121$ means $0.24$ extra electrons per bond, both spins counted, which a real contact would screen. As a one-parameter estimate, shift the metal end level by $u$. This first multiplies the determinant by $1-ug_L$ and replaces $g_L$ by $g_L/(1-ug_L)$; the bond then gives in total
\begin{equation}
D=1-ug_L-\tau^2g_Lg_R .
\end{equation}
The condition $\Delta N(0)=0$ means no charge added relative to the separate chains. It is not full neutrality: the free metal end already holds $0.040$ electrons per spin above bulk filling, and cancelling that too needs $u=1.17$ eV and gives a semiconductor part of $0.266$ eV$^{-1}$. The condition $\Delta N(0)=0$ follows for $u=-\tau^2g_R(0)=0.92$ eV, and $\Delta\rho(0)$ rises from $0.157$ to $0.253$ eV$^{-1}$, by about 60\%. The semiconductor part alone, which is the gap-state density, rises from $0.176$ to $0.253$ eV$^{-1}$, by 44\%; with this shift the metal part vanishes at $E=0$. The gap-state density above is thus a model value, uncertain by about an order of magnitude per area, not a prediction.

The other effects are smaller for these numbers. An end-orbital overlap $s=0.1$ replaces $\tau$ by $\tau+sE$ when the bond matrix element is $-\tau$, since the off-diagonal element of $ES-H$, with $S$ now the overlap matrix, is $sE+\tau$; it gives $\Delta\rho(0)=0.174$ eV$^{-1}$. Smearing at 300 K changes $\Delta N(0)$ by less than 0.1\%. Transverse hopping of $0.5$ eV in the metal, with the semiconductor held fixed, gives $\Delta N(0)=0.118$; an isotropic metal with $2$ eV gives $\Delta N(0)=0.072$ and lowers the gap-state density by 30\%, to $0.123$ eV$^{-1}$. For $10^{17}$ cm$^{-3}$ doping, $0.5$ V band bending and relative permittivity 12, the depletion field is $0.12$ MV/cm. It drops $4$ mV over the decay length and lowers the barrier by $38$ meV through the image force. The numerical output lists further energies.

\section*{Table of computed values}
\begin{verbatim}
Energies from the Fermi level; densities and counts per spin
metal site energy, hopping: -1.00, 2.00 eV
metal band: -5.00 to 3.00 eV
semiconductor edges E_V, E_C: -0.45, 0.65 eV
semiconductor outer edges: -1.9742, 2.1742 eV
semiconductor hopping, bond tau: 1.00, 1.20 eV
cell length: 0.38 nm; edge mass: 0.290 m_e
gL(0): 0.12500 -0.48412i 1/eV
gR(0): -0.63694 1/eV (real in the gap)
gL'(0): 0.12500 +0.03227i 1/eV^2
gR'(0): -1.14081 1/eV^2
D(0): 1.11465 -0.44403i
D'(0): 0.31999 -0.76570i 1/eV
arg D(0): -0.37909 rad; dN(0): 0.12067
drho(0): 0.15730 1/eV
  metal side -0.01855, semiconductor side 0.17585 1/eV
local density on bonded metal end: 0.10704 1/eV
E (eV), arg D (rad), dN, drho (1/eV):
  -3.00  -0.21590   0.06872   0.03555
  -1.00  -0.14400   0.04584  -0.10166
  -0.30  -0.22054   0.07020   0.21090
   0.30  -0.54856   0.17461   0.21984
   1.00   0.53344  -0.16980  -0.11033
   2.50   0.42362  -0.13484   0.28959
jump of dN at E_C: -0.5000
integral of smooth drho: 0.5000
gap-state density decay length at E=0: 0.3555 nm
gap states on semiconductor, E_V to 0: 0.12503
areal gap-state density, both spins: 2.436e+14 1/(eV cm^2)
bond grand potential, 0 K: -0.32315 eV per spin
  both spins: -0.64630 eV
  by contour integral: -0.32315 eV per spin
strong bond 4.0 eV: bound state at 4.40672 eV
  top level of finite chain: 4.40672 eV
largest count error, 1000 sites per chain: 5.2e-13
Neglected effects:
neutrality shift of metal end: 0.9172 eV
  drho(0) with it: 0.25315 1/eV
end overlap 0.1: drho(0) = 0.17366 1/eV
300 K (kT = 0.02585 eV): smeared dN(0) = 0.12073
metal transverse hopping 0.5 eV: dN(0) = 0.11803, drho(0) = 0.15660 1/eV
doping 1e+17 cm^-3, bending 0.5 V, permittivity 12
  depletion field: 0.1228 MV/cm
  potential drop over decay length: 4.366 mV
  image-force barrier lowering: 38.4 meV
\end{verbatim}
